# Resistance ratio of a tunnel junction with two barrier heights

## Problem

A ferroelectric tunnel junction has a barrier 3 nm thick, in which the electron has an effective mass of 0.2 electron masses. Reversing the polarization changes the mean barrier height. The two heights average 2 eV and differ by 0.4 eV. Find the ratio of the two resistances in the WKB approximation.

Heights are measured from the Fermi level of the electrodes, and "differ by" means the full separation of the two states:

$$
\phi_L=\bar\phi-\frac{\Delta}{2}=1.8\ \text{eV},\qquad
\phi_H=\bar\phi+\frac{\Delta}{2}=2.2\ \text{eV}.
$$

The thickness $d$, the mass $m$ and the small read voltage are the same in both states. Each barrier is taken as flat, and the electron at the Fermi level moves straight across it.

## A tempting solution

A barrier of height $\phi$ transmits a fraction of about $e^{-2\kappa d}$, with $\kappa=\sqrt{2m\phi}/\hbar$. The high state has 0.4 eV more barrier than the low state. The extra resistance should therefore be the resistance of the extra barrier:

$$
\frac{R_H}{R_L}\overset{?}{=}e^{2\kappa_\Delta d},\qquad
\kappa_\Delta=\frac{\sqrt{2m\Delta}}{\hbar}.
$$

With $\sqrt{2m_e}/\hbar=5.1232\ \text{nm}^{-1}\text{eV}^{-1/2}$,

$$
\kappa_\Delta=5.1232\sqrt{0.2\times0.4}=1.449\ \text{nm}^{-1},
\qquad 2\kappa_\Delta d=8.69,
$$

and the ratio would be about 6000.

## Where it fails

The transmission formula is sound. The fault is the claim that the decay constant of the extra 0.4 eV can be added to that of the first 1.8 eV. Energies add, and energy is proportional to $\kappa^2$, so it is the squares that add:

$$
\kappa_H^2=\kappa_L^2+\kappa_\Delta^2 .
$$

The resistance ratio needs the difference of the decay constants themselves. Factoring the difference of squares gives

$$
\kappa_H-\kappa_L=\frac{\kappa_H^2-\kappa_L^2}{\kappa_H+\kappa_L}
=\frac{\kappa_\Delta}{\kappa_H+\kappa_L}\,\kappa_\Delta .
$$

The tempting solution replaces the fraction in front by 1. For the decay constants that becomes correct when $\phi_L\to0$, for then $\kappa_L\to0$ and $\kappa_H\to\kappa_\Delta$. But this limit compares a 0.4 eV barrier with no barrier, which is a different problem, and there the exponential alone no longer gives the resistance ratio.

A consistency argument exposes the same fault without computing any decay constant. Raise the barrier from 1.8 to 2.0 eV and then from 2.0 to 2.2 eV. The two resistance ratios must multiply to the ratio for the whole change, so their logarithms must add. The tempting formula gives logarithms proportional to $\sqrt{0.2}+\sqrt{0.2}=0.89$ for the two steps, but to $\sqrt{0.4}=0.63$ for the single step.

## The right solution

**The exponent.** Inside the barrier the Schrödinger equation at the Fermi energy is

$$
-\frac{\hbar^2}{2m}\psi''+\phi(x)\psi=0
\quad\Longrightarrow\quad
\psi''=\kappa^2(x)\,\psi .
$$

Write the decaying solution as $\psi=e^{-S}$. Then $\psi'=-S'\psi$ and $\psi''=(S'^2-S'')\psi$, so

$$
S'^2-S''=\kappa^2 .
$$

If $\kappa$ varies slowly, $S''$ is small and $S'\approx\kappa$. For the next term put $S'=\kappa+s$. To first order $2\kappa s=\kappa'$, hence $s=\kappa'/(2\kappa)$, which integrates to a factor $\kappa^{-1/2}$ in $\psi$. The approximation requires $s\ll\kappa$, or $|\kappa'|\ll2\kappa^2$. The amplitude falls across the barrier by $e^{-\int\kappa dx}$ apart from prefactors. The transmitted current goes as the amplitude squared, so

$$
T=P\,e^{-2\int_0^d\kappa\,dx}.
$$

For a flat barrier the integral is $\kappa d$. The factor $P$ describes the matching to the electrodes.

**The ratio.** At fixed small voltage the current is proportional to $T$, and the resistance to $1/T$. If $P$ is taken to be equal in the two states,

$$
\frac{R_H}{R_L}=\frac{T_L}{T_H}
=e^{2d(\kappa_H-\kappa_L)}
=\exp\!\left[\frac{2d\sqrt{2m}}{\hbar}
\left(\sqrt{\phi_H}-\sqrt{\phi_L}\right)\right].
$$

**The numbers.**

$$
\kappa_L=5.1232\sqrt{0.2\times1.8}=3.0739\ \text{nm}^{-1},\qquad
\kappa_H=5.1232\sqrt{0.2\times2.2}=3.3983\ \text{nm}^{-1}.
$$

The exponents $2\kappa d$ are 18.443 and 20.390. Their difference is 1.9465, so

$$
\boxed{\frac{R_H}{R_L}=e^{1.9465}\approx7.0}
$$

The high barrier has the higher resistance. The tempting exponent was too large by the factor $(\kappa_H+\kappa_L)/\kappa_\Delta=6.472/1.449=4.5$.

The wording of the problem matters. Heights of 2.0 and 2.4 eV would give 6.4. A change of 0.4 eV to either side of 2 eV, that is 1.6 and 2.4 eV, would give 50.

## How the ratio scales

Let $x=\Delta/(2\bar\phi)$. From $\sqrt{1\pm x}=1\pm x/2-x^2/8\pm x^3/16+\dots$, the even terms cancel in the difference:

$$
\sqrt{\phi_H}-\sqrt{\phi_L}
=\sqrt{\bar\phi}\left(x+\frac{x^3}{8}+\dots\right).
$$

Multiplying by $2d\sqrt{2m}/\hbar$ and restoring $x$ gives

$$
\ln\frac{R_H}{R_L}=\frac{d}{\hbar}\sqrt{\frac{2m}{\bar\phi}}\;\Delta
\left(1+\frac{\Delta^2}{32\bar\phi^2}+\dots\right).
$$

The first term is 1.9441, and the correction in the bracket is 0.00125. For small $\Delta$ the logarithm is linear in $\Delta$, whereas the tempting formula made it grow as $\sqrt\Delta$.

At fixed barrier heights the logarithm is also proportional to $d$, with slope $2(\kappa_H-\kappa_L)=0.649\ \text{nm}^{-1}$. One more nanometre multiplies the ratio by $e^{0.649}=1.9$, to about 13. At normal incidence it also multiplies the two resistances by $e^{2\kappa_L\cdot1\,\text{nm}}\approx470$ and $e^{2\kappa_H\cdot1\,\text{nm}}\approx890$. A thicker barrier buys contrast at a high price in read current.

This slope can be tested without WKB. The Schrödinger equation was integrated numerically through both barriers at 3 nm and at 4 nm, between electrodes with the free-electron mass and a Fermi energy of 5 eV. The log ratio grew by 0.64885 between the two thicknesses, equal to the WKB value in all printed digits.

## The prefactor

The same numerical solution at 3 nm gives $T_L=3.591\times10^{-8}$ and $T_H=4.797\times10^{-9}$, a ratio of 7.49 instead of 7.00. The difference comes from $P$, which can be found by matching.

Let the incident wave have unit amplitude and wave number $k$. At an interface $\psi$ and $\psi'/\text{mass}$ are continuous; the second condition conserves current. Define $q=k/m_e$ and $\eta=\kappa/m$, with masses counted in electron masses. At the entrance the growing wave in the barrier is smaller than the decaying wave $Ae^{-\kappa x}$ by a factor of order $e^{-2\kappa d}$ and can be dropped. With reflected amplitude $r$,

$$
1+r=A,\qquad iq(1-r)=-\eta A .
$$

The second equation gives $1-r=i\eta A/q$. Adding the first,

$$
2=A\left(1+\frac{i\eta}{q}\right)
\quad\Longrightarrow\quad A=\frac{2q}{q+i\eta}.
$$

At the exit both waves matter. Let their values there be $a=Ae^{-\kappa d}$ and $b$, and let the transmitted amplitude be $t$:

$$
a+b=t,\qquad -\eta(a-b)=iqt .
$$

Thus $a-b=-iqt/\eta$, and adding gives $2a=t(1-iq/\eta)$, or $t=2\eta a/(\eta-iq)$. The electrodes are alike, so $T=|t|^2$:

$$
T=\frac{16q^2\eta^2}{(q^2+\eta^2)^2}\,e^{-2\kappa d}.
$$

Here $k=5.1232\sqrt5=11.46\ \text{nm}^{-1}$, so $q=11.46$, $\eta_L=15.37$ and $\eta_H=16.99$ in the same units. These give $P_L=3.67$ and $P_H=3.44$. Their ratio, 1.069, turns 7.00 into 7.49. The size and sign of this correction depend on the electrode chosen.

## Electrons that cross at an angle

A junction also carries electrons with momentum $\hbar k_\parallel$ along the interface. This momentum is conserved, and its kinetic energy in the barrier leaves less energy for motion across it:

$$
\kappa^2=\kappa_0^2+k_\parallel^2,
$$

where $\kappa_0$ is the value at normal incidence. With $P=1$, the conductance per area at zero temperature is

$$
\frac{G}{\mathcal A}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-2\kappa d}
=\frac{2e^2}{h}\,\frac1{2\pi}\int_0^\infty k_\parallel e^{-2\kappa d}\,dk_\parallel .
$$

The electrode supplies states up to $k_\parallel=11.46\ \text{nm}^{-1}$, where the exponential is already negligible, so the upper limit may be set to infinity. Since $k_\parallel dk_\parallel=\kappa\,d\kappa$, integration by parts gives

$$
\int_{\kappa_0}^{\infty}\kappa e^{-2\kappa d}d\kappa
=\frac{e^{-2\kappa_0d}}{2d}\left(\kappa_0+\frac1{2d}\right).
$$

The higher barrier confines the current less tightly to normal incidence. The ratio is therefore multiplied by

$$
\frac{\kappa_L+1/(2d)}{\kappa_H+1/(2d)}
=\frac{3.0739+0.1667}{3.3983+0.1667}=0.909,
$$

which gives 6.37. Including the electrode matching at every angle brings it to 6.84. The two prefactor effects nearly cancel for this electrode.

With $P=1$ the resistance-area products are $1.5\times10^7$ and $9.8\times10^7\ \Omega\,\mu\text{m}^2$. A junction of $1\ \mu\text{m}^2$ would have resistances of about 15 and 98 MΩ. The values of $P$ found above suggest that matching lowers both by a factor of roughly 3.5.

## Barriers that are not flat

Polarization charge usually tilts a barrier as well as changing its mean. For a linear profile from $a$ to $b$, using $\phi$ as the integration variable,

$$
\frac1d\int_0^d\sqrt{\phi}\,dx
=\frac1{b-a}\int_a^b\sqrt\phi\,d\phi
=\frac23\,\frac{b^{3/2}-a^{3/2}}{b-a}.
$$

Interchanging $a$ and $b$ changes nothing, so reversing a tilt at fixed mean leaves the WKB exponent unchanged. For a tilt $s=b-a$ about a mean $\phi_0$, write $\phi=\phi_0+u$. The average of $u$ is zero and that of $u^2$ is $s^2/12$. Since $\sqrt{\phi_0+u}\approx\sqrt{\phi_0}\,[1+u/(2\phi_0)-u^2/(8\phi_0^2)]$, the mean root is

$$
\sqrt{\phi_0}\left(1-\frac{s^2}{96\phi_0^2}\right)
$$

to second order in the tilt.

Suppose one interface stays at 2 eV while the other moves between 1.6 and 2.4 eV. The means are again 1.8 and 2.2 eV, and the ratio is 7.02. If the low state alone has a tilt of 1 eV, its exponent falls by about $18.44/(96\times1.8^2)=0.06$, and the ratio rises to 7.4. It is the mean height that matters most here.

The image force rounds the barrier and lowers it in both states. With a rough optical permittivity of 4.5 the lowering is 0.074 eV in the middle and larger near the electrodes. Because $\sqrt\phi$ is steeper at smaller $\phi$, the same 0.4 eV then has more effect, and the WKB ratio becomes 7.8 when the image planes lie exactly at the interfaces. This number is rough. A uniform lowering by 0.074 eV would give only 7.3; the rest comes from the stronger lowering towards the electrodes. There the classical image potential diverges and puts the turning points about 0.045 nm from the metal, where neither it nor WKB can be trusted. Setting the image planes back by 0.05 to 0.2 nm moves the ratio between 7.9 and 7.5.

## Temperature and read voltage

At temperature $\Theta$ the conductance is an average over energies $E$ near the Fermi level, with $\langle E^2\rangle=\pi^2(k_B\Theta)^2/3$. An electron of energy $E$ sees the barrier $\phi-E$, so its transmission changes by about $e^{cE}$, with

$$
c=2d\frac{d\kappa}{d\phi}=\frac{\kappa d}{\phi}.
$$

The linear term averages to zero, leaving a factor $1+\pi^2c^2(k_B\Theta)^2/6$. At 358 K, $k_B\Theta=0.031$ eV, while $c$ is 5.1 and 4.6 eV$^{-1}$ for the low and high barriers. This factor alone raises the conductances by about 4% and 3%. The full thermal average moves the ratio from 6.37 to 6.41. Emission over the top is negligible: a comparison of Boltzmann and tunnelling exponentials puts it at order $10^{-18}$ of the tunnel current in the low state.

A read voltage of 0.1 V moves the same ratio from 6.37 to 6.38.

## The band is the larger uncertainty

The law $\kappa\propto\sqrt\phi$ assumes a parabolic band continued 2 eV into the gap. A symmetric two-band model shows what this can cost. With energy $E$ measured from midgap,

$$
E^2=\left(\frac{E_g}{2}\right)^2+p^2k^2 .
$$

Near the band edge $E\approx E_g/2+p^2k^2/E_g$. Equating the second term to $\hbar^2k^2/(2m)$ gives $p^2=\hbar^2E_g/(2m)$. In the gap put $k=i\kappa$ and $E=E_g/2-\phi$. Then $p^2\kappa^2=(E_g/2)^2-(E_g/2-\phi)^2=\phi(E_g-\phi)$, so

$$
\kappa^2=\frac{2m\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right),\qquad
\frac{d\kappa}{d\phi}=\frac\kappa2\left(\frac1\phi-\frac1{E_g-\phi}\right).
$$

The second term is the pull of the valence band. It reduces the sensitivity to barrier height, which vanishes at midgap. For a rough hafnia gap of 5.7 eV and $\phi=2$ eV, the sensitivity at given $\kappa$ is $1-2/3.7=0.46$ times that of the parabolic band.

If 0.2 is the mass at the band edge, the ratio becomes 2.1. If instead 0.2 was chosen to reproduce $\kappa$ at 2 eV with a parabolic formula, the edge mass must be refitted to 0.308, and the ratio is 2.45. A mass that gives the right resistance need not give the right resistance ratio.

## Beside a real junction

The parameters are round values in the regime of a thin hafnium-zirconium-oxide junction. The read field, 0.33 MV/cm, lies below a rough coercive field of 1 MV/cm and a rough breakdown field of 5 MV/cm, though both depend on the film. The internal field is less comfortable. Screening in the electrodes shifts the two interfaces in opposite directions, so the tilt is at least twice the shift of the mean. A shift of $\pm0.2$ eV then needs a tilt of at least 0.4 eV, a depolarizing field of 1.3 MV/cm, and the 1 eV tilt considered above is 3.3 MV/cm. Both exceed the rough coercive field, so a 0.4 eV change from screening alone requires a film that holds its polarization against such fields. The assumed 0.4 eV is an input: it depends on how the electrodes screen the polarization, and it need not stay fixed when the thickness changes. Real oxides also have defects that can carry current in parallel with direct tunnelling. If such a leak is the same in both states and equals the tunnel conductance $G_H$ of the high state, the ratio falls to

$$
\frac{G_L+G_H}{2G_H}=\frac{7.0+1}{2}=4.0 .
$$

The answer 7.0 is thus the result for flat barriers, a parabolic band and direct tunnelling. Among the corrections estimated here, the change to a symmetric two-band model with a 5.7 eV gap moves it furthest. That ranking depends on the model: if the decaying state connects to a deeper valence band, so that the effective gap is about 9 eV, the refitted ratio is about 4, the same as in the leak example. The main numerical results are collected in the output below; the intermediate values follow from the formulas in the text.

## Table of computed values

```
thickness: 3.0 nm
barrier mass: 0.2 electron masses
average barrier: 2.0 eV
barrier difference: 0.4 eV
low barrier: 1.8 eV
high barrier: 2.2 eV
sqrt(2 m_e)/hbar: 5.1232 1/(nm sqrt(eV))
decay constant, low: 3.0739 1/nm
decay constant, high: 3.3983 1/nm
WKB exponent, low: 18.4434
WKB exponent, high: 20.3899
exp(-exponent), low: 9.775e-09
exp(-exponent), high: 1.396e-09
log of resistance ratio: 1.9465
WKB RESISTANCE RATIO: 7.004
linear estimate of log: 1.9441
ratio from linear estimate: 6.987
ratio for 2.0 and 2.4 eV: 6.40
ratio for 1.6 and 2.4 eV: 49.80
log-ratio growth, Schroedinger: 0.64885 1/nm
log-ratio growth, WKB: 0.64885 1/nm
electrode Fermi energy: 5.0 eV
Schroedinger transmission, low: 3.591e-08
Schroedinger transmission, high: 4.797e-09
Schroedinger ratio, normal incidence: 7.485
WKB ratio with transverse sum: 6.367
ratio with transverse sum and matching: 6.841
WKB resistance-area, low: 1.54e+07 ohm um2
WKB resistance-area, high: 9.78e+07 ohm um2
read voltage: 0.1 V
read field: 0.33 MV/cm
rough coercive field: 1 MV/cm
rough breakdown field: 5 MV/cm
transverse-sum ratio at read voltage: 6.380
temperature of use: 358 K
transverse-sum ratio at that temperature: 6.413
thermionic/tunnel Boltzmann estimate: 4.7e-18
rough optical permittivity: 4.5
image lowering at mid-barrier: 0.074 eV
ratio with image force: 7.797
ratio, one interface pinned at 2 eV: 7.022
ratio, 1 eV tilt in low state only: 7.439
rough band gap: 5.7 eV
two-band ratio, edge mass 0.2: 2.058
refitted edge mass: 0.308 electron masses
two-band ratio, refitted mass: 2.450
ratio with leak equal to high-state conductance: 4.00
```
